Rytova–Keldysh interaction in a monolayer and its sensitivity to the oxide, part 1

(Sections cited here and not found follow in the second part.)

## First half: the interaction and its force

**A case that can be seen through.** Put a point charge e in a thin polarizable sheet, and suppose that the sheet holds the field so well that no flux leaves it within the distances of interest. The field E in the sheet points radially and produces a dipole moment per unit area

P = ε₀χE.

The constant χ is a length, the polarizability of the sheet. Polarization carries positive charge outward across a circle of radius ρ, so the bound charge left inside the circle is −2πρP. If no flux leaves through the faces of the sheet, the net charge inside every circle must vanish:

e − 2πρP = 0, hence E = e/(2πε₀χρ).

A second charge e at distance ρ is repelled with the force

F = e²/(2πε₀χρ).

The material outside the sheet does not appear. The energy is the work done against this force, and in two dimensions that work needs an outer limit R:

V = [e²/(2πε₀χ)] ln(R/ρ).

R is the distance beyond which the flux has escaped. An oxide of higher permittivity draws the flux out sooner and makes R smaller, which lowers V by the same amount at every short distance. The force and the energy thus respond differently to the oxide. The theorem below replaces the sharp radius R by the true, gradual escape and says how short a "short distance" must be.

**Assumptions and conventions.** SI units are used, and every ε with an index other than 0 is a relative permittivity.

1. The sheet is the plane z = 0 and has no thickness. A uniform dielectric ε₁ fills the space above it and another, ε₂, the space below. Both are isotropic and extend to infinity.
2. The sheet responds to the field in its plane by P = −ε₀χ∇φ, with χ > 0, where φ is the potential and ∇ acts in the plane. It has no response to the normal field.
3. All responses are linear, local and static. The sheet has no mobile carriers.
4. The two charges are equal point charges e at rest in the sheet, a distance ρ apart. For an electron and a hole the sign of V is reversed.
5. When two oxides are compared, ε₂ is replaced by a larger ε₂′, while χ and ε₁ are held fixed.

The following abbreviations are used throughout:

S = ε₁ + ε₂, S′ = ε₁ + ε₂′, Δ = ε₂′ − ε₂,

r₀ = χ/S, r₀′ = χ/S′, A = e²/(2πε₀χ).

A is an energy. A prime on V or F marks the value with the oxide ε₂′.

**Theorem.** Under these assumptions:

(a) The interaction energy is

V(ρ) = [e²/(4ε₀χ)] [H₀(ρ/r₀) − Y₀(ρ/r₀)],

where H₀ is the Struve function and Y₀ the Neumann function, both of order zero.

(b) The repulsive force is F(ρ) = A f(ρ/r₀)/ρ. The function f decreases from f(0) = 1 and obeys 1 − x < f(x) < 1 for x > 0.

(c) The energy reduction V − V′ is positive and smaller than A ln(S′/S), and it tends to this value as ρ → 0.

(d) At every distance, 0 < F − F′ < AΔ/χ.

(e) For 0 < δ < 1, the relative force reduction (F − F′)/F is below δ whenever ρ ≤ δχ/(Δ + δS).

(f) As ρ → ∞, the relative reductions of V and of F both tend to 1 − S/S′.

Parts (a) and (b) are proved in this half, the others in the second.

**Lemma 1: the potential in Fourier space.** For a charge e at the origin, the in-plane Fourier transform of the potential in the sheet is

φ(q) = e/[ε₀q(S + χq)],

where q is the magnitude of the in-plane wavevector.

*Proof.* Write φ(ρ,z) as an integral of φ(q,z) exp(iq·ρ) over d²q/(2π)². Away from the sheet there is no charge and the permittivity is uniform, so Laplace's equation gives ∂²φ/∂z² = q²φ. The solution that vanishes far from the sheet is

φ(q,z) = φ(q) exp(−q|z|).

It has the same value on both sides of z = 0, because the sheet has no normal dipole moment that could produce a step. The normal displacement is D = −ε₀ε ∂φ/∂z. Just above the sheet it is +ε₀ε₁qφ(q), and just below it is −ε₀ε₂qφ(q). Its jump is therefore

D(0⁺) − D(0⁻) = ε₀Sqφ(q).

By Gauss's law this jump equals the charge per unit area in the sheet. That charge consists of the point charge, whose transform is e, and the bound charge −∇·P = ε₀χ∇²φ, whose transform is −ε₀χq²φ(q). Hence

ε₀Sqφ(q) = e − ε₀χq²φ(q).

Collecting the terms in φ(q) gives the lemma. ∎

*Remark.* The surroundings contribute S to the denominator and the sheet contributes χq. The two are equal at q = S/χ = 1/r₀. Waves much longer than r₀ are screened mainly by the surroundings, and waves much shorter mainly by the sheet. The reason is that bound charge comes from the divergence of P, which needs one more derivative of the potential than the displacement outside does.

**Lemma 2: the energy as a single integral.** With x = ρ/r₀,

V(ρ) = A G(x), G(x) = ∫₀^∞ exp(−u) (u² + x²)^(−1/2) du.

*Proof.* The energy is V = eφ(ρ). In the inverse transform the angular average of exp(iqρ cos θ) is the Bessel function J₀(qρ), and d²q/(2π)² becomes q dq/(2π). The factor q cancels the 1/q of Lemma 1:

V = [e²/(2πε₀)] ∫₀^∞ J₀(qρ)/(S + χq) dq = [e²/(2πε₀S)] ∫₀^∞ J₀(qρ)/(1 + r₀q) dq.

Now use

1/(1 + r₀q) = ∫₀^∞ exp[−u(1 + r₀q)] du.

The integral over q then has the form

I(a) = ∫₀^∞ J₀(qρ) exp(−aq) dq, with a = r₀u.

To find it, restore J₀ as an angular average and integrate over q first. This gives the average of 1/(a − iρ cos θ). The imaginary part averages to zero, and the real part is a/(a² + ρ² cos²θ). The substitution τ = tan θ on a quarter circle gives

I(a) = (4a/2π) ∫₀^∞ dτ/[a²(1 + τ²) + ρ²] = (4a/2π) · π/[2a(a² + ρ²)^(1/2)] = (a² + ρ²)^(−1/2).

The integral over q in V converges through the oscillation of J₀. To exchange the order of integration safely, insert a factor exp(−ηq), which replaces a by a + η, and let η → 0 at the end. The result is

V = [e²/(2πε₀S)] ∫₀^∞ exp(−u) (ρ² + r₀²u²)^(−1/2) du.

Take a factor r₀ out of the square root. Since Sr₀ = χ, the prefactor becomes e²/(2πε₀χ) = A, and the remaining integral is G(ρ/r₀). ∎

*Remark.* The prefactor A contains the sheet alone. The oxide enters V through the scale r₀ and nowhere else. The integral also has a simple reading. It is the Coulomb energy of a charge with a line of image charges at the distances r₀u from the sheet, weighted by exp(−u). The sheet spreads the source over a length r₀.

**Lemma 3: the Struve–Neumann form.**

G(x) = (π/2)[H₀(x) − Y₀(x)].

*Proof.* Put u = xt, so that G = ∫₀^∞ exp(−xt)(1 + t²)^(−1/2) dt. Differentiating twice multiplies the integrand by t², so

G″ + G = ∫₀^∞ exp(−xt)(1 + t²)^(1/2) dt.

Integrate by parts, integrating the exponential. The boundary term is 1/x, and the remaining integral contains t(1 + t²)^(−1/2), which is the integrand of −G′:

G″ + G = 1/x − G′/x.

Hence G″ + G′/x + G = 1/x.

The Struve function is defined by the series

H₀(x) = (2/π)[x − x³/(1·3)² + x⁵/(1·3·5)² − …].

The operator x²d²/dx² + x d/dx multiplies xⁿ by n². In x²H₀″ + xH₀′ + x²H₀ each power above the first therefore cancels against the preceding term of the series, and 2x/π is left. So H₀ satisfies the same equation as (2/π)G, and their difference solves Bessel's equation of order zero:

H₀ − (2/π)G = aJ₀ + bY₀.

The constants follow from small x. Integrate G by parts, using ln[u + (u² + x²)^(1/2)] as the integral of (u² + x²)^(−1/2):

G(x) = −ln x + ∫₀^∞ exp(−u) ln[u + (u² + x²)^(1/2)] du.

As x → 0 the logarithm in the integral tends to ln 2 + ln u. The integral of exp(−u) ln u is −γ, where γ = 0.5772 is Euler's constant. Hence

G(x) → ln(2/x) − γ.

In the same limit H₀ → 0, J₀ → 1 and Y₀ → (2/π)[ln(x/2) + γ]. The left side of the relation above tends to (2/π)[ln(x/2) + γ], which is the limit of Y₀ itself. Therefore b = 1 and a = 0. ∎

Since A·π/2 = e²/(4ε₀χ), Lemmas 2 and 3 prove part (a).

**Lemma 4: the force.** F = −dV/dρ = A f(x)/ρ, where

f(x) = ∫₀^∞ s exp(−s) (s² + x²)^(−1/2) ds.

*Proof.* Because x = ρ/r₀, ρF = −A x G′(x). Differentiating under the integral in Lemma 2 gives

−xG′(x) = ∫₀^∞ exp(−u) x²(u² + x²)^(−3/2) du.

The factor x²(u² + x²)^(−3/2) is the derivative of u(u² + x²)^(−1/2) with respect to u. Integrate by parts. The boundary term vanishes at both ends, and the derivative of exp(−u) supplies a sign that makes the remaining integral equal to +f(x). ∎

**Lemma 5: a bound on the change of f.** For x′ > x ≥ 0,

0 < f(x) − f(x′) < x′ − x.

*Proof.* The difference is the integral of exp(−s) times

s(s² + x²)^(−1/2) − s(s² + x′²)^(−1/2),

which is positive for s > 0. This proves the left inequality. For the right one, replace exp(−s) by the larger number 1. The integral can then be done:

[(s² + x²)^(1/2) − (s² + x′²)^(1/2)] taken from 0 to ∞ = 0 − (x − x′) = x′ − x. ∎

At x = 0 the integrand of f is exp(−s), so f(0) = 1. Lemma 5 with one argument set to zero gives 1 − x < f(x) < 1 for x > 0, which completes part (b).

**Remark: what f measures.** The field in the sheet is E = F/e, so the bound charge inside a circle of radius ρ is

−2πρε₀χE = −e f(ρ/r₀).

The net charge inside the circle is e(1 − f). By Gauss's law this is the flux that has left through the faces of the sheet inside the circle. So f is the fraction of the flux still confined at the distance ρ, and 1 − f is the fraction that has escaped. The opening case is f = 1. Part (b) says that the escaped fraction is smaller than ρ/r₀.

**Limits, with their errors.** Let h(x) be the difference between G(x) and ln(2/x) − γ. Since G′ = −f/x, its derivative is h′ = (1 − f)/x, which lies between 0 and 1. As h vanishes at x = 0,

0 < G(x) − [ln(2/x) − γ] < x.

At short distance, ρ ≪ r₀, the energy is therefore

V ≈ A[ln(2r₀/ρ) − γ].

The outer radius of the opening case is thus R = 2r₀exp(−γ) = 1.12 r₀.

For large x, use 1 − u²/(2x²) ≤ (1 + u²/x²)^(−1/2) ≤ 1. With ∫₀^∞ u² exp(−u) du = 2 this gives

1/x − 1/x³ ≤ G(x) ≤ 1/x.

With ∫₀^∞ s³ exp(−s) ds = 6 it gives in the same way

1/x − 3/x³ ≤ f(x) ≤ 1/x.

At ρ ≫ r₀ the energy becomes Ar₀/ρ = e²/(2πε₀Sρ). This is the Coulomb energy at the boundary of two dielectrics, with the mean permittivity S/2. The sheet has dropped out, because its contribution χq to the denominator in Lemma 1 vanishes for long waves.

**Numbers for silica.** Take χ = 8.0 nm, air above with ε₁ = 1, and silica below with the static value ε₂ = 3.9. Then S = 4.9 and r₀ = 8.0/4.9 = 1.63 nm. With e²/(4πε₀) = 1.440 eV nm, the energy scale is A = 2 × 1.440/8.0 = 0.360 eV. At 0.5 nm the logarithmic form gives

0.360 × [ln(2 × 1.633/0.5) − 0.577] = 0.468 eV,

while the full expression gives 0.558 eV. The logarithm is 16% below the full value, because x = 0.31 is not very small. At 10 nm the Coulomb form gives 2 × 1.440/(4.9 × 10) = 58.8 meV, against 57.5 meV in full. Between the two limits neither simple form is accurate. At 2 nm, for example, the Coulomb form gives 294 meV against 234 meV in full, and the logarithmic form is negative.

## Second half: what a change of oxide does

**Symbols and results carried over.** The sheet has polarizability χ. The permittivity is ε₁ above it and ε₂ below, and the new oxide has ε₂′ > ε₂. S = ε₁ + ε₂, S′ = ε₁ + ε₂′, Δ = ε₂′ − ε₂, r₀ = χ/S and A = e²/(2πε₀χ). The potential of a charge e in the sheet has the transform φ(q) = e/[ε₀q(S + χq)]. The energy of two equal charges is V = AG(ρ/r₀), with G(x) → ln(2/x) − γ at small x and G(x) → 1/x at large x. The force is F = Af(ρ/r₀)/ρ, where f is the fraction of the flux still confined to the sheet. It obeys f(x) > 1 − x and 0 < f(x) − f(x′) < x′ − x for x′ > x. Primes on V and F refer to the new oxide.

**Proof of (d).** Put x = ρS/χ and x′ = ρS′/χ. Then x′ − x = ρΔ/χ, and

F − F′ = (A/ρ)[f(x) − f(x′)].

The bracket is positive and smaller than ρΔ/χ. The distance cancels, and 0 < F − F′ < AΔ/χ. ∎

**Proof of (c).** Both energies vanish at infinity, so V − V′ is the integral of F − F′ from ρ to infinity. It is positive and grows as ρ decreases. Its limit follows from the logarithmic form of G:

V − V′ → A[ln(2r₀/ρ) − ln(2r₀′/ρ)] = A ln(r₀/r₀′) = A ln(S′/S).

As the reduction rises toward this limit, it stays below it at every ρ > 0. By (d), it falls short of the limit by less than ρAΔ/χ. ∎

**Proof of (e).** For x < 1,

(F − F′)/F = [f(x) − f(x′)]/f(x) < (x′ − x)/(1 − x) = (ρΔ/χ)/(1 − ρS/χ).

The right side is at most δ if ρΔ/χ ≤ δ − δρS/χ, that is, if ρ ≤ δχ/(Δ + δS). This distance is smaller than χ/S, so the condition x < 1 holds. ∎

Parts (a) to (e) of the theorem are now proved: they give the energy and the force, and bound how much each falls when the oxide is replaced by one of higher permittivity. What remains is the large-distance limit (f), the example of silica replaced by hafnia, and the effects of finite thickness, a gap, a metal gate and mobile carriers.

All numerical values are calculated from the stated model.
